# Apex field enhancement of a hemisphere and hemi-ellipsoids on a plane

A grounded conducting plane \(z=0\) carries a single conducting protrusion with the same potential, \(\phi=0\). Above it is vacuum. Far from the protrusion the electric field is uniform and equal to \(F_0\hat{\mathbf z}\), with \(F_0>0\), so that \(\phi+F_0z\to0\) there. The enhancement factor \(\gamma\) is the field at the apex divided by \(F_0\).

The protrusion is half of a prolate ellipsoid, with height \(c\) along \(z\) and circular base of radius \(a\). Its aspect ratio is \(\nu=c/a\), height over base **radius**. For \(\nu=1\) it is a hemisphere. The surfaces are smooth, ideal conductors, there is no space charge, and SI units are used. Reversing the applied field, as is needed to pass from ion to electron emission, reverses every field below and leaves \(\gamma\) unchanged.

## Part (a): From half a body to a whole one

**Question.** Show that the problem can be replaced by that of a complete, isolated ellipsoid in a uniform field.

**Answer.** Let \(\phi(x,y,z)\) be the potential outside a complete ellipsoid held at \(\phi=0\), with \(\phi+F_0z\to0\) at infinity. Two solutions of this problem would differ by a harmonic function that vanishes on the conductor and at infinity. By the maximum principle that difference is zero, so the solution is unique.

The function \(-\phi(x,y,-z)\) is also harmonic, vanishes on the ellipsoid and has the same behaviour at infinity. By uniqueness it equals \(\phi(x,y,z)\). Thus \(\phi\) is odd in \(z\) and vanishes on the plane \(z=0\). Its upper half satisfies all the conditions of the original problem, whose solution is unique by the same argument.

## Part (b): The hemisphere

**Question.** Find \(\gamma\) for a hemisphere of radius \(R\).

**Answer.** The function \(z/r^3=-\partial_z(1/r)\) is harmonic for \(r>0\), because \(1/r\) is. It decays at infinity and has the same angular dependence as \(z\). Try

\[
\phi=-F_0z+B\frac{z}{r^3}.
\]

The condition \(\phi=0\) at \(r=R\) requires \(B=F_0R^3\). With \(z=r\cos\theta\),

\[
\phi=-F_0\cos\theta\left(r-\frac{R^3}{r^2}\right),
\qquad
-\frac{\partial\phi}{\partial r}
=F_0\cos\theta\left(1+\frac{2R^3}{r^3}\right).
\]

At \(r=R\) the normal field is \(3F_0\cos\theta\). At the apex \(\theta=0\), hence

\[
\gamma=3 .
\]

One unit comes from the applied field and two from the dipole field of the induced charge. The radius has cancelled: within this model the value is exact for a hemisphere of any size.

## Part (c): The potential of the ellipsoid

**Question.** For \(\nu>1\), find the potential using the coordinates

\[
z=f\xi\eta,\qquad
\rho=f\sqrt{(\xi^2-1)(1-\eta^2)},\qquad
\xi\ge1,\quad -1\le\eta\le1,
\]

where \(\rho\) is the distance from the axis.

**Answer.** On a surface \(\xi=\xi_0\), \(z=f\xi_0\eta\) and \(\rho=f\sqrt{\xi_0^2-1}\sqrt{1-\eta^2}\). This is the required ellipsoid if

\[
c=f\xi_0,\qquad a=f\sqrt{\xi_0^2-1},\qquad f^2=c^2-a^2 .
\]

On it, \(\eta=z/c\) is the relative height. The derivatives of the coordinates are

\[
\frac{\partial z}{\partial\xi}=f\eta,\quad
\frac{\partial\rho}{\partial\xi}=f\xi\sqrt{\frac{1-\eta^2}{\xi^2-1}},\quad
\frac{\partial z}{\partial\eta}=f\xi,\quad
\frac{\partial\rho}{\partial\eta}=-f\eta\sqrt{\frac{\xi^2-1}{1-\eta^2}} .
\]

The products \(f^2\xi\eta\) and \(-f^2\xi\eta\) cancel in the scalar product of the two coordinate directions, so these are orthogonal. Adding squares gives the scale factors

\[
h_\xi=f\sqrt{\frac{\xi^2-\eta^2}{\xi^2-1}},\qquad
h_\eta=f\sqrt{\frac{\xi^2-\eta^2}{1-\eta^2}},
\]

and the scale factor for the azimuth is \(\rho\). For an axially symmetric potential, Laplace's equation in orthogonal coordinates is

\[
\frac{\partial}{\partial\xi}\left(\frac{h_\eta\rho}{h_\xi}\frac{\partial\phi}{\partial\xi}\right)
+\frac{\partial}{\partial\eta}\left(\frac{h_\xi\rho}{h_\eta}\frac{\partial\phi}{\partial\eta}\right)=0 .
\]

The two coefficients are \(f(\xi^2-1)\) and \(f(1-\eta^2)\). Dividing by \(f\),

\[
\frac{\partial}{\partial\xi}\left[(\xi^2-1)\frac{\partial\phi}{\partial\xi}\right]
+\frac{\partial}{\partial\eta}\left[(1-\eta^2)\frac{\partial\phi}{\partial\eta}\right]=0 .
\]

The applied potential \(-F_0f\xi\eta\) is proportional to \(\eta\), which suggests \(\phi=\eta X(\xi)\). The second term is then \(-2\eta X\), and

\[
\left[(\xi^2-1)X'\right]'=2X .
\]

One solution is \(X=\xi\). For a second solution \(X\), use

\[
\frac{d}{d\xi}\left[(\xi^2-1)(\xi X'-X)\right]
=\xi\,(2X)-X\,(2\xi)=0 .
\]

The bracket is therefore constant. Choose the constant \(-1\) and divide by \(\xi^2(\xi^2-1)\):

\[
\left(\frac{X}{\xi}\right)'=-\frac{1}{\xi^2(\xi^2-1)} .
\]

Integrating from infinity, where \(X/\xi\) is to vanish,

\[
\frac{X}{\xi}=\int_\xi^\infty\left(\frac1{t^2-1}-\frac1{t^2}\right)dt
=\operatorname{arcoth}\xi-\frac1\xi .
\]

The second solution is thus

\[
Q_1(\xi)=\xi\operatorname{arcoth}\xi-1,
\qquad
Q_1-\xi Q_1'=\frac1{\xi^2-1}.
\]

For large \(\xi\), \(Q_1\approx1/(3\xi^2)\), so it can be added without changing the far field. The combination that vanishes at \(\xi_0\) is

\[
\phi=-F_0f\eta\left[\xi-\xi_0\frac{Q_1(\xi)}{Q_1(\xi_0)}\right].
\]

It meets every condition, and by uniqueness no other angular terms are needed.

## Part (d): The field on the surface

**Question.** Find the normal field over the whole protrusion, and \(\gamma\).

**Answer.** At the surface,

\[
-\left.\frac{\partial\phi}{\partial\xi}\right|_{\xi_0}
=F_0f\eta\,\frac{Q_1(\xi_0)-\xi_0Q_1'(\xi_0)}{Q_1(\xi_0)}
=\frac{F_0f\eta}{(\xi_0^2-1)Q_1(\xi_0)} .
\]

The normal field \(F_n\) is this derivative divided by \(h_\xi\). The outward normal points along increasing \(\xi\), and its \(z\) component is

\[
n_z=\frac1{h_\xi}\frac{\partial z}{\partial\xi}=\frac{f\eta}{h_\xi}.
\]

Consequently

\[
F_n=\gamma F_0n_z,\qquad
\gamma=\frac1{(\xi_0^2-1)Q_1(\xi_0)} .
\]

The constant is indeed the apex enhancement, because \(n_z=1\) at the apex. Substituting \(h_\xi\) and the expressions for \(a\) and \(c\),

\[
n_z=\eta\sqrt{\frac{\xi_0^2-1}{\xi_0^2-\eta^2}}
=\frac{a\eta}{\sqrt{a^2\eta^2+c^2(1-\eta^2)}} .
\]

Since \(n_z\le1\), the apex has the largest field on the protrusion. At the base \(n_z=0\), and the normal field falls to zero.

## Part (e): The depolarization factor

**Question.** A complete ellipsoid with uniform polarization \(P\) along \(z\) has the inner depolarizing field \(-NP/\varepsilon_0\). Relate \(N\) to \(\gamma\), and express it through the eccentricity \(e=\sqrt{1-1/\nu^2}\).

**Answer.** The charge density on the complete conducting ellipsoid is

\[
\sigma=\varepsilon_0F_n=\varepsilon_0\gamma F_0n_z .
\]

A uniformly polarized body has surface charge \(Pn_z\). The two charge distributions agree if \(P=\varepsilon_0\gamma F_0\). Inside the conductor, the induced charge must cancel the applied field, so its own field is \(-F_0\) everywhere. It follows that

\[
-F_0=-\frac{NP}{\varepsilon_0}=-N\gamma F_0,
\qquad
\gamma=\frac1N .
\]

This also proves that the depolarizing field is uniform for this ellipsoid of revolution polarized along its axis.

To express \(N\) through \(e\), note that \(e=f/c=1/\xi_0\) and \(\operatorname{arcoth}(1/e)=\operatorname{artanh}e\). Therefore

\[
N=\left(\frac1{e^2}-1\right)\left(\frac{\operatorname{artanh}e}{e}-1\right)
=\frac{1-e^2}{e^3}\left(\operatorname{artanh}e-e\right).
\]

The enhancement depends on shape through \(\nu\), and a uniform change of size leaves it unchanged.

## Part (f): Nearly spherical and slender shapes

**Question.** Examine \(e\to0\) and \(\nu\gg1\). Express the slender result through the radius of curvature at the apex.

**Answer.** For small \(e\), \(\operatorname{artanh}e=e+e^3/3+e^5/5+\dots\), and

\[
N=(1-e^2)\left(\frac13+\frac{e^2}{5}+\dots\right)
=\frac13-\frac{2e^2}{15}+\dots .
\]

The limit \(N=1/3\) reproduces the hemisphere. The negative correction shows that a slight elongation raises \(\gamma\).

For the other limit, use \(1-e^2=1/\nu^2\):

\[
\operatorname{artanh}e=\frac12\ln\frac{1+e}{1-e}
=\frac12\ln\frac{(1+e)^2}{1-e^2}
=\ln[\nu(1+e)]\approx\ln2\nu .
\]

At leading order this gives

\[
N\approx\frac{L}{\nu^2},\qquad
\gamma\approx\frac{\nu^2}{L},\qquad
L=\ln2\nu-1 .
\]

Near the apex, \(z=c\sqrt{1-\rho^2/a^2}\approx c-c\rho^2/(2a^2)\). The radius of curvature is therefore \(r_{\rm a}=a^2/c\), and \(\nu^2=c/r_{\rm a}\). The slender enhancement is height over apex radius, divided by \(L\).

The charge shows where \(L\) enters. The projected area of a surface strip is \(n_zdS=2\pi a^2\eta\,d\eta\), so the charge per unit height is

\[
\frac{dQ}{dz}=\frac{2\pi\varepsilon_0\gamma F_0z}{\nu^2}
\approx\frac{2\pi\varepsilon_0F_0z}{L}.
\]

It grows linearly towards the tip and depends on the thickness through the logarithm alone. The strong apex field arises because this charge meets a rapidly shrinking surface.

## Part (g): Numerical values

**Question.** Evaluate \(\gamma\) for \(\nu=10\) and \(\nu=100\). For base radius \(a=1\ \mu\mathrm m\) and \(F_0=0.002\ \mathrm{V/nm}\), find the apex fields and compare them with the fields at half height.

**Answer.** For \(\nu=10\), \(1-e^2=0.01\), \(e=0.994987\) and \(\operatorname{artanh}e=2.993223\). Thus

\[
N=\frac{0.01\,(2.993223-0.994987)}{(0.994987)^3}=0.020286,
\qquad \gamma=49.30 .
\]

For \(\nu=100\), \(1-e^2=0.0001\), \(e=0.999950\) and \(\operatorname{artanh}e=5.298292\). Thus

\[
N=\frac{0.0001\,(5.298292-0.999950)}{(0.999950)^3}=0.00042990,
\qquad \gamma=2326 .
\]

The apex field is \(\gamma F_0\). At half height, \(\eta=1/2\), and division of the formula for \(n_z\) by \(a\) gives

\[
n_z=\frac{1/2}{\sqrt{1/4+3\nu^2/4}} .
\]

This equals 0.5000, 0.05764 and 0.005773 for the three shapes. Multiplication by \(\gamma\) gives the last column.

| \(\nu\) | \(r_{\rm a}\) (nm) | \(\gamma\) | Apex field (V/nm) | \(F_n/F_0\) at half height |
|---|---|---|---|---|
| 1 | 1000 | 3 | 0.0060 | 1.50 |
| 10 | 100 | 49.30 | 0.0986 | 2.84 |
| 100 | 10 | 2326 | 4.65 | 13.4 |

The largest field, 4.65 V/nm, is \(9.05\times10^{-3}\) atomic units. Cold electron emission from metals needs, roughly, a few V/nm, so of these three shapes only the sharpest reaches that range at the chosen \(F_0\). This is the field at the surface itself. On the axis at a small height \(d\) above a slender apex, \(f^2(\xi^2-1)=(c+d)^2-f^2\approx a^2+2cd\), and the field falls approximately as \(1/(1+2d/r_{\rm a})\). For \(r_{\rm a}=10\) nm it is about 3.9 V/nm at \(d=1\) nm, a distance comparable with the width of the tunnelling barrier. An emission current for such a tip cannot be computed as if the apex field were uniform across the barrier.

A tenfold increase of \(\nu\) from 10 to 100 raises \(\gamma\) by a factor of about 47. The factor would be 100 without the logarithm; \(L\) grows from about 2.0 to 4.3 and reduces it. On the flank at half height, \(n_z\approx1/(\sqrt3\,\nu)\) for a slender body, so the enhancement there is approximately \(\nu/(\sqrt3L)\). It grows more slowly than the apex value, and the field becomes increasingly concentrated at the tip.

The slender formula gives 50.11 and 2326.5. Relative to the full formula, these values are too high by 1.6 % and 0.016 %.

## Part (h): Conditions of use

**Question.** How far away must the counter-electrode be, and what else limits the result?

**Answer.** The complete ellipsoid has volume \(4\pi a^2c/3\) and dipole moment

\[
p=\varepsilon_0\gamma F_0\,\frac{4\pi a^2c}{3}.
\]

At a large height \(D\) on the axis, its potential is \(p/(4\pi\varepsilon_0D^2)\). Compared with the applied potential, of magnitude \(F_0D\), this is

\[
\frac{p}{4\pi\varepsilon_0F_0D^3}
=\frac{\gamma a^2c}{3D^3}
\approx\frac1{3L}\left(\frac cD\right)^3
\qquad(\nu\gg1).
\]

A flat electrode at height \(D\) disturbs the solution little when this ratio is small, which is ensured by \(D\gg c\). The relevant length is the height of the protrusion, even when its apex is very sharp.

Neighbouring protrusions screen the field and lower \(\gamma\). For \(\nu=10\), one equal neighbour at distance \(2c\) lowers it by about 1 %, whereas a square array lowers it by about 12 % at spacing \(2c\) and by about 1 % at spacing \(5c\). Emitted charge adds a space-charge field. If the apex radius approaches atomic dimensions, or if the applied field penetrates appreciably into the emitter, the smooth ideal conductor is no longer an adequate model. Finally, the relation \(r_{\rm a}=a^2/c\) belongs to the ellipsoid: a different tip with the same height and apex radius needs its own solution of Laplace's equation.
